# Light-hole tail of a spherical acceptor and its L=0, L=2 envelopes

## What goes wrong with the wrong tail

The overlap of two distant acceptors depends on the far tail of the bound hole. For the germanium-like parameters used below, a tail built with the heavy-hole mass has a decay length of 3.72 nm. The light-hole mass gives 10.09 nm. At 100 nm the two exponential factors are $e^{-26.9}$ and $e^{-9.9}$, so the choice changes the exponential factor by about $2\times10^7$. Power-law prefactors also affect the amplitude. Treating the far hole as an s-like envelope is a second error, because its L=2 part is at least as large there as its L=0 part.

The questions are which mass governs the tail, and what that does to the two envelopes.

## Simplest case: a decaying plane wave

Use Hartree atomic units and count hole energies positive upward from the band edge. The spherical four-band model has spin $J=3/2$ and

$$H=\tfrac12\left(\gamma_1+\tfrac52\gamma\right)p^2-\gamma(\mathbf p\cdot\mathbf J)^2-\frac1{\epsilon r}.$$

Drop the Coulomb term and take $\mathbf p$ along $z$. For $J_z=\pm3/2$ the coefficient of $p^2$ is $\gamma_1/2+5\gamma/4-9\gamma/4=\gamma_1/2-\gamma$. For $J_z=\pm1/2$ it is $\gamma_1/2+5\gamma/4-\gamma/4=\gamma_1/2+\gamma$. Hence

$$\frac1{m_h}=\gamma_1-2\gamma,\qquad \frac1{m_l}=\gamma_1+2\gamma .$$

A state at energy $-|E|$ has $p=i\kappa$, so $\kappa^2/(2m)=|E|$ and $\kappa=\sqrt{2m|E|}$. The lighter mass decays more slowly, and that wave has spin projection $\pm1/2$ along its direction of decay. Around an acceptor the direction of decay is $\hat{\mathbf r}$, which varies from point to point. This ties the spin to the angle and so mixes L=0 with L=2.

*Limit.* At $\gamma=0$ the masses coincide and no spin projection is selected. The selection therefore needs $\gamma\ne0$. We take $\gamma>0$, which makes $\pm1/2$ the light wave.

## Generalizing to a spherical state

Measure length in $a^*=\epsilon\gamma_1$ and energy in $Ry^*=1/(2\epsilon^2\gamma_1)$, and put $\mu=2\gamma/\gamma_1$ with $0<\mu<1$. Define

$$Q_{ij}=\tfrac12(J_iJ_j+J_jJ_i)-\tfrac54\delta_{ij},\qquad Q_{ii}=\tfrac{15}4-\tfrac{15}4=0 .$$

Since $\mathbf p=-i\nabla$, we have $(\mathbf p\cdot\mathbf J)^2=-Q_{ij}\partial_i\partial_j+\frac54p^2$. The two terms in $\frac54\mu p^2$ cancel, leaving

$$H=-\nabla^2+\mu Q_{ij}\partial_i\partial_j-\frac2r .$$

$H$ conserves parity and $\mathbf F=\mathbf L+\mathbf J$. "Ground state" here means the lowest even state with $F=3/2$, which becomes the hydrogenic 1s state at $\mu=0$. Even $L$ can combine with $J=3/2$ to give $F=3/2$ for $L=0$ and $L=2$, once each. With a constant spinor $\chi$,

$$\psi=[f(r)+g(r)T]\chi,\qquad T=Q_{ij}\hat r_i\hat r_j=(\mathbf J\cdot\hat{\mathbf r})^2-\tfrac54 .$$

$T$ is a traceless quadratic form in $\hat{\mathbf r}$, so $T\chi$ has $L=2$. It commutes with $\mathbf F$, so $F$ stays $3/2$. Its eigenvalues are $9/4-5/4=+1$ for $\mathbf J\cdot\hat{\mathbf r}=\pm3/2$ (heavy) and $1/4-5/4=-1$ for $\pm1/2$ (light). Therefore $T^2=1$, $\chi$ and $T\chi$ have equal norm, and $f$ and $g$ can be compared directly.

**Action on the L=0 part.** From $\partial_i\partial_jf=\delta_{ij}f'/r+\hat r_i\hat r_j(f''-f'/r)$ and $Q_{ii}=0$,

$$Q_{ij}\partial_i\partial_jf=T\left(f''-\frac{f'}r\right).$$

**Action on the L=2 part.** Write $Tg=Q_{kl}x_kx_lu$ with $u=g/r^2$, and let $V_i=Q_{ij}x_j$. The product rule gives three pieces:

- both derivatives on $x_kx_l$: $2Q_{ij}Q_{ij}u$;
- one derivative on each factor: $4V_iV_iu'/r$;
- both on $u$: $T(u''-u'/r)\,r^2T=r^2u''-ru'$.

To find $V_iV_i$, put $\mathbf x$ along $z$. The matrix $Q_{xz}$ joins $3/2$ to $1/2$ with element $\sqrt3/2$ and $-1/2$ to $-3/2$ with $-\sqrt3/2$. Its element between $1/2$ and $-1/2$ vanishes because the two $J_z$ values cancel. Thus $Q_{xz}^2=3/4$, and likewise $Q_{yz}^2=3/4$, while $Q_{zz}^2=1$. The sum is $V_iV_i=\frac52r^2$. Adding the results for three unit vectors gives $Q_{ij}Q_{ij}=15/2$. Hence

$$Q_{ij}\partial_i\partial_j(Tg)=r^2u''+9ru'+15u .$$

Insert $u'=g'/r^2-2g/r^3$ and $u''=g''/r^2-4g'/r^3+6g/r^4$. The coefficient of $g'/r$ is $-4+9=5$ and that of $g/r^2$ is $6-18+15=3$, so

$$Q_{ij}\partial_i\partial_j(Tg)=g''+\frac{5g'}r+\frac{3g}{r^2}.$$

With $E=-\lambda$ in $Ry^*$, the terms without and with $T$ must vanish separately:

$$-f''-\frac{2f'}r-\frac{2f}r+\lambda f+\mu\left(g''+\frac{5g'}r+\frac{3g}{r^2}\right)=0,\tag{1}$$

$$-g''-\frac{2g'}r+\frac{6g}{r^2}-\frac{2g}r+\lambda g+\mu\left(f''-\frac{f'}r\right)=0.\tag{2}$$

*Limit.* At $\mu=0$ the equations separate. The function $f=e^{-r}$ has $f''+2f'/r=(1-2/r)f$, which solves (1) with $\lambda=1$, and $g=0$. The hydrogenic ground state has no L=2 part at any distance.

## Spherical tails without attraction

Remove $-2/r$ from (1) and (2). The decaying spherical functions are

$$k_0=\frac{e^{-x}}x,\quad k_1=e^{-x}\left(\frac1x+\frac1{x^2}\right),\quad k_2=e^{-x}\left(\frac1x+\frac3{x^2}+\frac3{x^3}\right).$$

Direct differentiation gives $k_1=-k_0'$ and $k_2=-x(k_1/x)'$, so $k_0''-k_0'/x=k_2$. It also gives $k_2'+3k_2/x=-k_1$ and $k_1'+2k_1/x=-k_0$. Applying these in turn,

$$k_2''+\frac{5k_2'}x+\frac{3k_2}{x^2}=\left(\frac d{dx}+\frac2x\right)\left(\frac d{dx}+\frac3x\right)k_2=k_0 .$$

Each $k_L$ also obeys $k_L''+2k_L'/x-L(L+1)k_L/x^2=k_L$. Try $f=k_0(\kappa r)$ and $g=\sigma k_2(\kappa r)$. Equation (1) requires $\lambda-\kappa^2+\mu\sigma\kappa^2=0$, and (2) requires $\sigma(\lambda-\kappa^2)+\mu\kappa^2=0$. They agree when $\sigma^2=1$, with $\lambda=(1-\sigma\mu)\kappa^2$:

$$\sigma=-1:\ \kappa_L=\sqrt{\frac\lambda{1+\mu}},\qquad \sigma=+1:\ \kappa_H=\sqrt{\frac\lambda{1-\mu}} .$$

In ordinary units $\kappa_L=\sqrt{2m_l|E|}/\hbar$. The light solution has

$$\frac gf=-\frac{k_2}{k_0}=-\left(1+\frac3{\kappa_Lr}+\frac3{(\kappa_Lr)^2}\right).$$

*Limit.* At large $r$ this tends to $-1$, and $\psi\propto(1-T)\chi$, which contains light spin alone. This recovers the plane wave locally.

## Restoring the Coulomb attraction

Separate the local spin components with $l=f-g$ (light) and $h=f+g$ (heavy), so that $f=(h+l)/2$ and $g=(h-l)/2$. Subtract (2) from (1), using $5g'+f'=3h'-2l'$:

$$-(1+\mu)\left(l''+\frac{2l'}r\right)-\frac{2l}r+\lambda l+\frac{(6-3\mu)l}{2r^2}=-\frac{3\mu h'}r+\frac{(6-3\mu)h}{2r^2}.\tag{3}$$

Add them, using $5g'-f'=2h'-3l'$:

$$-(1-\mu)\left(h''+\frac{2h'}r\right)-\frac{2h}r+\lambda h+\frac{(6+3\mu)h}{2r^2}=\frac{3\mu l'}r+\frac{(6+3\mu)l}{2r^2}.\tag{4}$$

At large $r$ the leading terms have constant coefficients and the rates $\pm\kappa_L,\pm\kappa_H$, which are distinct for $\mu>0$. A bound state keeps the two decaying solutions. Since $\kappa_L<\kappa_H$, the light one dominates if its amplitude is not zero.

Write $\kappa=\kappa_L$ and $l\simeq Ar^se^{-\kappa r}$. In (4) the largest source is $3\mu l'/r\simeq-3\mu\kappa l/r$. The driven $h$ has the same exponential, so the left side is $[\lambda-(1-\mu)\kappa^2]h$ to leading order. With $\lambda=(1+\mu)\kappa^2$ the bracket is $2\mu\kappa^2$, and

$$h\simeq-\frac{3}{2\kappa r}\,l .$$

The heavy-spin component therefore has a part that decays at the light-hole rate, smaller by one power of $r$. The correction to equality is algebraic, not exponential.

In (3) this $h$ contributes at relative order $r^{-2}$. With $l'\simeq-\kappa l$ and $l''\simeq(\kappa^2-2\kappa s/r)l$, the terms of order $1/r$ give

$$2\kappa(1+\mu)(s+1)-2=0,\qquad s=\frac1{\kappa(1+\mu)}-1 .$$

Finally,

$$\frac gf=\frac{h-l}{h+l}=-\frac{1+3/(2\kappa r)}{1-3/(2\kappa r)}+O(r^{-2})=-\left[1+\frac3{\kappa r}\right]+O(r^{-2}).\tag{5}$$

The magnitudes become equal, with the L=2 envelope approaching from above. The minus sign belongs to the convention for $T$, in which $-1$ labels light spin.

*Limit.* As $\mu\to0$, $\lambda\to1$, so $\kappa\to1$ and $s\to0$, which recovers $e^{-r}$. The ratio is subtler. For small $\mu$, $\kappa_H-\kappa_L\simeq\mu\sqrt\lambda$, so the light tail stands alone only for $r\gg1/(\mu\sqrt\lambda)$. That distance runs off to infinity, while at any fixed $r$ the L=2 part vanishes. The limits $r\to\infty$ and $\mu\to0$ cannot be interchanged.

## What if the light amplitude vanished?

The tail would then decay at $\kappa_H$. Equation (3) would give $-2\mu\kappa_H^2l\simeq3\mu\kappa_Hh/r$, hence $l\simeq-3h/(2\kappa_Hr)$ and $g/f\to+1$. The magnitudes would still become equal. Equality follows from one spin character dominating; the light mass decides which one, and with it the sign and the decay length.

Such a vanishing would be an extra coincidence. Near the origin, trial powers $r^t$ in both envelopes give a determinant proportional to $(1-\mu^2)t(t+1)(t+3)(t-2)$. The regular choices $t=0$ and $t=2$ leave two constants. Removing two growing exponentials imposes two linear conditions, which can be met at discrete $\lambda$. A zero light amplitude would be a third condition. This counting is not a proof, so the ground state has to be examined numerically.

For that, multiply (1) by $r^2f$ and (2) by $r^2g$ and integrate. After integration by parts each coupling term becomes

$$-\mu\int_0^\infty rf'(rg'+3g)\,dr .$$

Minimizing the resulting energy over piecewise polynomials in a large box assumes no tail law. Polynomials in $1/r$ through five distant radii then gave these limits, with the formula values in brackets:

| $\mu$ | $\kappa a^*$ | $s$ | limit of $\lvert g/f\rvert$ |
|---|---|---|---|
| 0.500 | 0.9305 (0.9304) | −0.279 (−0.283) | 0.9999 |
| 0.761 | 1.1243 (1.1243) | −0.497 (−0.495) | 1.0001 |
| 0.900 | 1.5842 (1.5842) | −0.668 (−0.668) | 1.0000 |

The coefficient of $1/(\kappa r)$ came out as 3.01, 2.99 and 3.00, against 3 in (5). The light amplitude is therefore present at these three values of $\mu$.

## A germanium-like acceptor

Germanium suits the four-band model because its spin-orbit splitting, roughly 290 meV, far exceeds the binding energy. Take the rough typical values $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$ and $\epsilon=16$. The spherical average is $\gamma=(2\gamma_2+3\gamma_3)/5=5.1$, so $\mu=10.2/13.4=0.761$. The units are $a^*=11.35$ nm and $Ry^*=3.966$ meV.

The computed $\lambda=2.226$ gives a binding energy of 8.83 meV. The light decay length is

$$\frac{a^*}{\sqrt{2.226/1.761}}=\frac{11.346\ \text{nm}}{1.1243}=10.09\ \text{nm}.$$

As a check on the tail, the leading form $r^se^{-\kappa r}$ predicts that $f$ falls between 100 and 200 nm by $2^{-0.495}e^{-9.91}\approx3.5\times10^{-5}$. The numerical envelopes give $4.235\times10^{-11}/1.204\times10^{-6}\approx3.5\times10^{-5}$. This is closer than the omitted $1/r$ corrections guarantee.

The ratio approaches its limit slowly:

| $r$ (nm) | $\lvert g/f\rvert$ | $1+3/(\kappa r)$ |
|---|---|---|
| 10 | 0.76 | 4.03 |
| 20 | 1.87 | 2.51 |
| 50 | 1.85 | 1.61 |
| 100 | 1.36 | 1.30 |
| 200 | 1.16 | 1.15 |
| 400 | 1.08 | 1.08 |

The magnitudes are first equal at 12.2 nm, but this is a crossing and not the asymptotic regime. There $h=0$, so the spin is momentarily all light. About 20% of the charge lies farther out. The ratio then rises to 2.30 near 30 nm before falling. A maximum is unavoidable, since the ratio starts from zero at the centre and finally approaches one from above.

Spin character settles sooner than the ratio. Averaged over directions, the heavy share of the density at radius $r$ is $h^2/(h^2+l^2)=(1+g/f)^2/[2(1+g^2/f^2)]$. At 100 nm it is $0.356^2/[2(1+1.356^2)]\approx0.022$, although $|g|$ still exceeds $|f|$ by 36%. For a given spinor the share varies with direction. If $\chi$ has $J_z=3/2$, then $T\chi=\chi$ on the $z$ axis, so the light part vanishes there and only the smaller heavy part remains. Over the whole state the L=2 part holds 27% of the charge, against the half it approaches in the far tail.

## Beside real germanium

Cubic warping makes the far tail depend on direction. With the binding energy held at 8.83 meV, the light masses along [100] and [111] give decay lengths of 9.70 and 10.34 nm. This estimate assigns each axis the decaying wave along it. It also ignores that warping itself raises the binding energy by at least 6%, which shortens both lengths by about 3%. The two tails then differ by a factor $e$ at 155 nm, and by about 1.9 at 100 nm. The rows at 200 and 400 nm thus describe the spherical model, not a real crystal. Close equality is not reached before warping matters.

The measured binding energy of shallow acceptors in germanium is roughly 11 meV, so the model value is about 20% low. Nearly half of this shortfall comes from band terms the model omits. At the same inputs, a variational solution with $L\le6$ gives at least 9.4 meV with the cubic terms, and at least 9.8 meV with the split-off band added. These values are not yet converged in $L$; the four-band value moves by about 0.1 meV from $L\le4$ to $L\le6$. The rounded inputs matter too: the energy scales as $\epsilon^{-2}$, and $\epsilon=15.4$ instead of 16 would give 9.5 meV in the spherical model. Using 11 meV with the same light mass shortens the decay length to 9.0 nm, which lowers the exponential factor at 100 nm about threefold. At that distance this matters more than the directional spread from warping.

The split-off band can be sized along one direction. Its diagonal coefficient is $\gamma_1/2$, and the light band's is $\gamma_1/2+\gamma$. Without spin-orbit splitting the spin plays no part, and the two p-like orbitals transverse to $\mathbf k$ share the heavy coefficient $\gamma_1/2-\gamma$. One of the two mixed bands must therefore have this coefficient. Mixing preserves the sum $\gamma_1+\gamma$, so the other has $\gamma_1/2+2\gamma$. The product of the two then fixes the squared coupling at $2\gamma^2k^4$. Setting $k^2=-\kappa^2$, in atomic units,

$$\left[|E|-\left(\tfrac{\gamma_1}2+\gamma\right)\kappa^2\right]\left[\Delta+|E|-\tfrac{\gamma_1}2\kappa^2\right]=2\gamma^2\kappa^4 .$$

For $\Delta=290$ meV and $|E|$ held fixed, the decay rate falls by 0.55%. The split-off band also deepens the binding, by 1.8% in the spherical model, which alone raises the rate by 0.9%. The net change is a rise of about 0.3%. The light hole couples to the conduction band across the direct gap, roughly 900 meV. The ratio of binding energy to this gap is 0.010, which suggests a finite-gap correction to the decay rate of under one percent at fixed $|E|$.

The isolated bound state also needs suitable conditions. At 4.2 K, $k_BT=0.36$ meV is well below the binding energy; at 300 K it is 25.9 meV and thermal ionization cannot be ignored. At $10^{14}$ cm$^{-3}$ the length $n^{-1/3}$ is 215 nm, but randomly placed acceptors have their nearest neighbour at about $0.55\,n^{-1/3}\approx120$ nm on average. The midpoint then lies near 60 nm, so the more distant rows of the table call for lower doping or an unusually isolated acceptor. A field of 100 V/cm changes the potential energy by 1 meV over 100 nm, and by the full binding energy at about 880 nm, beyond which the hole is no longer under a barrier. This only measures the tilt of the potential. In germanium at 4.2 K, free holes can already ionize shallow acceptors by impact at roughly 10 V/cm, so a real sample needs a much weaker field. The unlimited exponential tail belongs to zero field.

## Numbers as computed

```
Rough germanium inputs:
gamma1, gamma2, gamma3 = 13.4, 4.2, 5.7
dielectric constant = 16.0
mu = 0.7612
a* = 11.346 nm, Ry* = 3.966 meV
Tail fitted to numerical ground state, against formula:
mu=0.500: binding 1.29854 Ry*
  decay rate fit 0.93046, formula 0.93043 /a*
  power s fit -0.2792, formula -0.2835
  limit of |g/f| 0.99990, kappa*slope 3.0116
mu=0.761: binding 2.22639 Ry*
  decay rate fit 1.12431, formula 1.12434 /a*
  power s fit -0.4974, formula -0.4950
  limit of |g/f| 1.00007, kappa*slope 2.9942
mu=0.900: binding 4.76834 Ry*
  decay rate fit 1.58418, formula 1.58419 /a*
  power s fit -0.6681, formula -0.6678
  limit of |g/f| 1.00001, kappa*slope 2.9993
binding energy = 8.830 meV
light, heavy mass = 0.0424, 0.3125 m_e
light, heavy decay length = 10.091, 3.716 nm
L=2 share of total charge = 0.2675
|g|=|f| first at r = 12.16 nm
charge beyond that radius = 2.026e-01
largest |g/f| = 2.2963 at 29.9 nm
r (nm), f(r)/f(0), |g/f|, 1+3/(kappa r):
  10  9.562e-02  0.7633  4.0273
  20  1.167e-02  1.8660  2.5136
  50  2.388e-04  1.8514  1.6055
 100  1.204e-06  1.3560  1.3027
 200  4.235e-11  1.1636  1.1514
 400  7.399e-20  1.0786  1.0757
Neglected effects:
light decay length [100], [111] = 9.698, 10.344 nm
warping changes tail by factor e at 155.3 nm
split-off energy (rough) = 290 meV
split-off band changes decay rate by -0.55 %
binding/gap = 0.0126 (rough gap 700 meV)
decay length at rough measured 11 meV = 9.041 nm
kT at 4.2 K = 0.362 meV, at 300 K = 25.85 meV
acceptor spacing at 1e+14 cm^-3 = 215.4 nm
field 100 V/cm: barrier ends near 883 nm
```
